# Drift energies of direct and backscattered electrons in the simple-man model

## Question

I am working through the classical simple-man model of strong-field ionization. An electron is set free at rest at the position of the ion, in a field $E(t)=E_0\cos\omega t$, and from then on it feels the laser field alone. I need the largest drift energy it can keep after the pulse, first if it never scatters and then if it comes back and is scattered elastically straight backwards. I also need the phases of birth and return.

I am stuck in two places. For the direct electrons, my formula prefers births at the moment when the field is zero, and then I do not see what could have ionized the atom. For the scattered ones, I took the electron that comes back fastest and reversed its velocity, but a slightly earlier birth gave more final energy. Should the fastest one not win? And how do I find the true maximum when the return time comes from an equation I cannot solve?

## Answer

Both observations are correct. The first marks a limit of the model's direct spectrum. The second arises because the field continues to act after the collision. The return equation can be handled by using the travel time, instead of the birth phase, as the independent variable.

### Motion and drift

Let $\phi=\omega t$, so that phases are counted from a crest of the field, and let $\phi_0$ be the birth phase. The electron has charge $-e$, so the force is $-eE_0\cos\phi$. The motion is nonrelativistic and the field is uniform in space. With $dt=d\phi/\omega$, Newton's equation is

$$\frac{dv}{d\phi}=-\frac{eE_0}{m\omega}\cos\phi .$$

I measure velocity in units of $eE_0/(m\omega)$ and length in units of $eE_0/(m\omega^2)$. Integrating from $v(\phi_0)=0$, and then from $x(\phi_0)=0$, gives

$$v=\sin\phi_0-\sin\phi,$$

$$x=(\phi-\phi_0)\sin\phi_0+\cos\phi-\cos\phi_0 .$$

The term $-\sin\phi$ is the quiver motion. Since $\sin^2\phi$ averages to $1/2$, its mean kinetic energy is

$$U_p=\frac m2\left(\frac{eE_0}{m\omega}\right)^2\frac12=\frac{e^2E_0^2}{4m\omega^2}.$$

A steady velocity $D$ in the same units carries the energy

$$W=\frac m2\left(\frac{eE_0}{m\omega}\right)^2D^2=2D^2U_p .$$

What remains when the pulse ends? Suppose the electron has velocity $v_s$ at phase $\phi_s$, while the field still has full amplitude, and that the amplitude is later multiplied by an envelope $f(\phi)$ falling smoothly from 1 to 0. The final velocity is

$$v_s-\int_{\phi_s}^{\infty}f\cos\phi\,d\phi
=v_s+\sin\phi_s+\int_{\phi_s}^{\infty}f'\sin\phi\,d\phi .$$

Because $f'$ vanishes at both ends, another integration by parts turns the last integral into $\int f''\cos\phi\,d\phi$. Its size is at most $\int|f''|\,d\phi$, which is inversely proportional to the duration of the turn-off. For a slow turn-off it drops out, and

$$D=v_s+\sin\phi_s .$$

The quiver disappears and the drift remains.

### Direct electrons

At birth $v_s=0$ and $\phi_s=\phi_0$, so $D=\sin\phi_0$ and

$$W_{\rm direct}=2U_p\sin^2\phi_0=2U_p\left[1-\frac{E(\phi_0)^2}{E_0^2}\right].$$

The largest value is $2U_p$, at $\phi_0=90^\circ$. The second form shows the difficulty you noticed: the stronger the field at birth, the smaller the drift. A birth at the crest gives none, a birth at $45^\circ$ gives $U_p$, and $2U_p$ requires zero field. Since tunnelling vanishes with the field, $2U_p$ is an upper limit that is approached with vanishing yield. The mechanics takes $\phi_0$ as given and does not say how many electrons are born there.

### Which electrons come back?

Setting $x=0$ gives

$$\cos\phi=\cos\phi_0-(\phi-\phi_0)\sin\phi_0 .$$

The right side is the tangent to the cosine curve at $\phi_0$. A return is a later crossing of the curve with its own tangent. Shifting $\phi_0$ by $180^\circ$ mirrors the motion, so births between $0$ and $180^\circ$ cover all cases.

For $90^\circ<\phi_0<180^\circ$ there is no return:

- Up to $270^\circ$ the cosine is convex and lies above its tangent.
- From $270^\circ$ to $450^\circ$ the cosine is not negative, while the tangent, which started at $\cos\phi_0<0$ and falls, is negative.
- Beyond $450^\circ$ the tangent lies below $-1$. To see this, write $\phi_0=\pi-\delta$ with $0<\delta<\pi/2$. At $\phi=5\pi/2$ the tangent is $-\cos\delta-(3\pi/2+\delta)\sin\delta$. This is below $-1$ if $(3\pi/2+\delta)\sin\delta>1-\cos\delta=\sin\delta\tan(\delta/2)$, which holds because $\tan(\delta/2)<1$.

For $0<\phi_0<90^\circ$ the cosine is concave at birth, so the curve first lies below its tangent. The tangent falls without limit and must cross the curve later. These electrons do return.

Let the return phase be $\phi_1=\phi_0+\tau$. Expanding $\cos(\phi_0+\tau)$ in the condition $x=0$,

$$\cos\phi_0\cos\tau-\sin\phi_0\sin\tau-\cos\phi_0+\tau\sin\phi_0=0,$$

and collecting terms gives

$$\tan\phi_0=r(\tau),\qquad r(\tau)=\frac{1-\cos\tau}{\tau-\sin\tau}.$$

The equation cannot be solved for $\tau$ in elementary form, but it is already solved for $\phi_0$. The numerator of $r'(\tau)$ is

$$\sin\tau(\tau-\sin\tau)-(1-\cos\tau)^2=\tau\sin\tau-2(1-\cos\tau)$$

$$=4\sin\frac\tau2\left[\frac\tau2\cos\frac\tau2-\sin\frac\tau2\right].$$

For $0<\tau<\pi$ the bracket is negative because $\tan u>u$ with $u=\tau/2$. For $\pi\le\tau<2\pi$ it is negative because the cosine is not positive. So $r$ falls steadily, from infinity (it behaves as $3/\tau$ at small $\tau$) to zero at $2\pi$. Every birth phase between $0$ and $90^\circ$ therefore has one return within $0<\tau<2\pi$, and this is its first.

### Energy after backscattering

Just before the collision the velocity is $v_1=\sin\phi_0-\sin\phi_1$. It is positive at the first return: the electron leaves towards negative $x$, turns at $\phi=\pi-\phi_0$, and then has $v>0$ until $\phi_0+2\pi$.

An elastic collision with a heavy ion, straight backwards, changes $v_1$ into $-v_1$. The drift rule with $v_s=-v_1$ and $\phi_s=\phi_1$ gives

$$D=-(\sin\phi_0-\sin\phi_1)+\sin\phi_1=2\sin\phi_1-\sin\phi_0,$$

$$W_{\rm back}=2U_p\,(2\sin\phi_1-\sin\phi_0)^2 .$$

For a stationary value, $dD/d\phi_0=0$, or

$$2\cos\phi_1\frac{d\phi_1}{d\phi_0}=\cos\phi_0 .$$

The slope follows from differentiating the return condition:

$$-\sin\phi_1\frac{d\phi_1}{d\phi_0}+\sin\phi_0+\left(\frac{d\phi_1}{d\phi_0}-1\right)\sin\phi_0+\tau\cos\phi_0=0 .$$

Two terms $\sin\phi_0$ cancel, leaving

$$\frac{d\phi_1}{d\phi_0}=-\frac{\tau\cos\phi_0}{v_1}.$$

An earlier birth means a later return. Inserting the slope and dividing by $\cos\phi_0$, which is not zero here,

$$2\tau\cos\phi_1=\sin\phi_1-\sin\phi_0 .$$

Now eliminate the phases. With $c=\cos\tau$, $s=\sin\tau$ and $\sin\phi_0=r\cos\phi_0$, we have $\cos\phi_1=\cos\phi_0\,(c-rs)$ and $\sin\phi_1=\cos\phi_0\,(s+rc)$. Hence

$$2\tau(c-rs)=s+rc-r,$$

$$2\tau c-s=r\,[2\tau s-(1-c)].$$

Multiplying by $\tau-s$ and using the definition of $r$,

$$(2\tau c-s)(\tau-s)=(1-c)[2\tau s-(1-c)],$$

$$2\tau^2c-2\tau sc-\tau s+s^2=2\tau s-2\tau sc-(1-c)^2 .$$

The terms $-2\tau sc$ cancel, and $s^2+(1-c)^2=2(1-c)$. What remains is one equation for the travel time:

$$h(\tau)=2\tau^2\cos\tau-3\tau\sin\tau+2(1-\cos\tau)=0 .$$

### One maximum, and its phases

The derivative is

$$h'(\tau)=\tau\cos\tau-\sin\tau-2\tau^2\sin\tau .$$

For $0<\tau<\pi$, the combination $\tau\cos\tau-\sin\tau$ starts at zero and has slope $-\tau\sin\tau<0$, so $h'<0$. As $h(0)=0$, $h$ is negative there. For $\pi<\tau<2\pi$, divide by the positive quantity $-\tau\sin\tau$:

$$\frac{h'}{-\tau\sin\tau}=2\tau+\frac1\tau-\cot\tau .$$

This rises steadily from $-\infty$ to $+\infty$, so $h$ first falls and then rises. Since $h(2\pi)=8\pi^2>0$, there is one zero in the whole interval. Bisection between $\pi$ and $2\pi$ finds it:

$$\tau=4.30607\ {\rm rad}=246.72^\circ .$$

Then $\tan\phi_0=r(\tau)$ gives

$$\phi_0=14.95^\circ,\qquad \phi_1=14.95^\circ+246.72^\circ=261.67^\circ .$$

With $\sin\phi_0=0.25801$ and $\sin\phi_1=-0.98945$,

$$D=2(-0.98945)-0.25801=-2.23691,$$

$$\frac{W_{\rm back}}{U_p}=2\,(2.23691)^2\approx10.008 .$$

At the ends of the interval, $D\to1$ for $\tau\to0$ and $D\to0$ for $\tau\to2\pi$. With a single stationary point between them, $|D|=2.23691$ is the largest value for first returns. More digits give $10.0076\,U_p$. Direct integration of Newton's equation, with a search over birth phases, gives the same maximum, as the numerical output shows.

As $\tau$ grows, $D$ falls from $1$ to $-2.237$ and then rises to $0$. It therefore takes each value between $-2.237$ and $-1$ twice. Every backscattered energy between $2U_p$ and the maximum is reached at the first return by two birth phases, one on each side of $14.95^\circ$. At the maximum the two merge.

### Why the fastest return does not win

The return energy is $2v_1^2U_p$. Its maximum is $3.173\,U_p$, for birth at $17.96^\circ$ and return at $252.04^\circ$. Reversing that electron gives $9.776\,U_p$. The best electron returns with a little less, $3.112\,U_p$, and ends with more.

The reason is visible in

$$|D|=v_1-\sin\phi_1 ,$$

valid near the optimum, where $D<0$. The first term is the speed at the collision. The second is what the field adds to the drift afterwards. At the maximum of $v_1$, a small shift of the birth phase leaves $v_1$ unchanged to first order. The second term does change: its derivative with respect to $\phi_1$ is $-\cos\phi_1$, which is positive at $252^\circ$. A later return, and so an earlier birth, raises $|D|$. This is the increase you found.

At the optimum the two terms are $1.247$ and $0.989$. The return lies $8.33^\circ$ before the zero of the field at $270^\circ$. From $270^\circ$ to $450^\circ$ the force points towards negative $x$, the direction in which the electron now moves, so the speed rises from $1.237$ to $3.237$. The next half-cycle takes these two units back. What survives the pulse is the average over a cycle, $2.237$, which exceeds the speed at the collision by $0.989$.

### Other angles and later returns

Could another scattering angle do better? If the velocity is turned by $\theta$, its components after the collision are $v_1\cos\theta$ along the field and $v_1\sin\theta$ across it. The field adds $\sin\phi_1$ to the first, so

$$\frac{W}{2U_p}=(v_1\cos\theta+\sin\phi_1)^2+v_1^2\sin^2\theta$$

$$=v_1^2+\sin^2\phi_1+2v_1\sin\phi_1\cos\theta .$$

This is linear in $\cos\theta$, so its maximum lies at an end. At $\theta=0$ nothing has happened, and the energy is the direct one, at most $2U_p$. At $\theta=180^\circ$ it is the backscattered energy. For the optimal path, scattering through $90^\circ$ gives $2(1.247^2+0.989^2)U_p\approx5.07\,U_p$, about half the maximum.

An electron may also pass the ion and scatter at a later return. The formulas for $\tan\phi_0$ and $D$ still hold, now with $\tau>2\pi$. The return condition gives

$$\sin\phi_0=\frac{\cos\phi_0-\cos\phi_1}{\tau}\le\frac2\tau .$$

- For $2\pi<\tau\le3\pi$, $\sin\tau\ge0$. Then $\sin\phi_1=\sin\phi_0\cos\tau+\cos\phi_0\sin\tau\ge-\sin\phi_0$, and $D\ge-3\sin\phi_0>-3/\pi$. Also $D<2$, so $W<8U_p$.
- For $\tau>3\pi$, $|D|\le2+\sin\phi_0<2+2/(3\pi)$, so $W<9.79\,U_p$.

No later return reaches the first-return maximum. The computed maxima are $7.03\,U_p$ for the second return and $8.77\,U_p$ for the third. The third exceeds $8U_p$, so $|D|>2$. That requires $\sin\phi_1<0$, so that both terms of $D$ have the same sign, as at the best first return.

Nor does the best electron collide again. After its collision $v=D-\sin\phi$, and with $D<-1$ this stays negative at every phase.

### Numbers for one laser field

Take a wavelength of 800 nm and a peak intensity $I=1.0\times10^{14}$ W/cm², that is $10^{18}$ W/m². The field amplitude is

$$E_0=\sqrt{\frac{2I}{\varepsilon_0c}}=2.745\times10^{10}\ {\rm V/m}.$$

With $\omega=2.355\times10^{15}$ rad/s, the length unit $eE_0/(m\omega^2)$ is 0.8708 nm. Since $U_p$ is one quarter of $eE_0$ times this length,

$$U_p=\frac{(2.745\times10^{10}\ {\rm V/m})(0.8708\times10^{-9}\ {\rm m})\,e}{4}=5.98\ {\rm eV}.$$

The two maxima are

$$2U_p=11.95\ {\rm eV},\qquad 10.0076\,U_p=59.8\ {\rm eV}.$$

The electron comes back with 18.6 eV, so most of the final energy is gained after the collision. The collision itself, being elastic, supplies none. It reverses the velocity shortly before the field changes sign. The field therefore slows the electron slightly at first, then accelerates it for a half-cycle and slows it again in the next. The collision falls near the slowest point of this oscillation, so the average speed, which is the drift, lies well above the speed at the collision.

The optical period is 2.669 fs. Birth comes $(14.95/360)\times2.669=0.111$ fs after the crest and return at 1.940 fs, so the trip takes 1.829 fs. The field at birth is $\cos\phi_0=0.966$ of its peak. In contrast to the direct limit, the best backscattered electron is born where the field is strong.

Between birth and return, the greatest distance from the ion is reached at the turning phase $\pi-\phi_0$. Inserting it into $x$ gives

$$|x|_{\max}=2\cos\phi_0-(\pi-2\phi_0)\sin\phi_0\approx1.256$$

length units, or $1.256\times0.8708\ {\rm nm}=1.09$ nm.

At another intensity or wavelength the phases and the factors $2$ and $10.0076$ stay the same, because neither parameter enters the scaled equations. The energies follow $U_p\propto I\lambda^2$: doubling the wavelength at fixed intensity multiplies them by four.

### Where the result stops holding

The factors belong to the assumptions. The ion's attraction is ignored except at the collision, and the electron starts at the ion with zero velocity. A real tunnelling electron appears some distance away and feels the ionic force, which shifts the phases and energies. In the example above the shift is not small. With ionization energy $I_p$, the Keldysh parameter $\sqrt{I_p/2U_p}$ is 1.01 for xenon and 1.15 for argon, at the edge of the tunnelling regime. The exit distance $I_p/(eE_0)$ is 0.44 nm and 0.57 nm, about half the 1.09 nm excursion. If the electron starts at rest at the distance $I_p/(eE(\phi_0))$, still without the ionic force, the maximum rises to about $11.2\,U_p$ (67 eV, birth near $24^\circ$) for xenon and $11.6\,U_p$ (70 eV, birth near $27^\circ$) for argon. The value 59.8 eV is the limit $I_p\ll U_p$, not a prediction for these atoms. In a pulse of few cycles, the amplitude changes between birth and return, and the envelope integral dropped above need not be small. If the electron leaves the laser focus while the pulse is still on, the spatial variation of the field also changes its energy. At very high intensity, the magnetic force pushes the electron along the beam, and it can miss the ion.

In quantum mechanics neither energy is a sharp end of the spectrum, because a wave function does not stop at a classical boundary. The calculation locates the two classical limits. It does not give the number of electrons near them, which also depends on the ionization rate and on the probability of scattering through a large angle.

## Computed values

```
Wavelength: 800 nm
Peak intensity: 1.0e+14 W/cm^2
Field amplitude E0: 2.7449e+10 V/m
Angular frequency: 2.3546e+15 rad/s
Optical period: 2.669 fs
Ponderomotive energy Up: 5.976 eV
Length unit e E0/(m omega^2): 0.8708 nm
Direct maximum, after slow turn-off: 2.0000 Up
Direct maximum: 11.95 eV
Direct maximum, birth phase: 90.0 deg
Root tau of h: 4.30607 rad
Root tau of h: 246.72 deg
Backscattering, birth phase: 14.95 deg
Backscattering, return phase: 261.67 deg
sin(phi0) at optimum: 0.25801
sin(phi1) at optimum: -0.98945
Scaled drift velocity D: -2.23691
Backscattered maximum, formula: 10.00756 Up
Backscattered maximum, trajectories: 10.00756 Up
Backscattered maximum, slow turn-off: 10.0076 Up
Backscattered maximum: 59.80 eV
Field at birth / E0: 0.9661
Field at return / E0: -0.1448
Birth time after crest: 0.111 fs
Return time after crest: 1.940 fs
Travel time: 1.829 fs
Greatest distance before return: 1.094 nm
Energy at return, optimal path: 3.1123 Up
Energy at return, optimal path: 18.60 eV
Largest possible return energy: 3.1731 Up
  its birth phase: 17.96 deg
  its return phase: 252.04 deg
  its backscattered energy: 9.7760 Up
Backscattered maximum, second return: 7.030 Up
Backscattered maximum, third return: 8.768 Up
```
